# Van der Pauw's relation for a simply connected sheet of arbitrary shape: verification in Python

```python
"""
Van der Pauw relation for a simply connected sheet with edge point contacts:
    exp(-pi R1/Rs) + exp(-pi R2/Rs) = 1
Rs : sheet resistance (ohm per square)
R1 : (V_D - V_C)/I, current I enters at A and leaves at B
R2 : (V_A - V_D)/I, current I enters at B and leaves at C
A, B, C, D lie counterclockwise on the edge.
A finite-element solution of the conduction problem in an irregular sheet
supplies R1 and R2; they are compared with the conformal-map prediction, and
Rs is recovered from them. Lengths in the mesh are in mm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import splu

# ---------- inputs (rough typical values for an aluminium film) ----------
thickness_nm = 100.0
resistivity_uohm_cm = 3.5
current_A = 0.010
scale_mm = 5.0
coef2 = 0.20 * np.exp(0.8j)
coef3 = 0.08 * np.exp(-1.1j)
contact_fraction = np.array([30, 130, 270, 380]) / 480.0
contact_length_mm = 1.0
tilt = 0.03                      # relative conductance change over scale_mm
substrate_k = 1.0                # W/(m K), glass, rough
temp_coef = 0.004                # 1/K, rough
seebeck_uV_K = 4.0               # film against lead, rough
lead_dT_K = 0.1
electron_density = 1.8e29        # 1/m^3, three electrons per atom, rough

Rs_true = resistivity_uohm_cm * 1e-8 / (thickness_nm * 1e-9)


def outline(w):
    """Conformal map of the unit disc onto the sheet, in mm."""
    return scale_mm * (w + coef2 * w**2 + coef3 * w**3)


def solve_sheet_resistance(r1, r2):
    """Root Rs of the van der Pauw relation."""
    def excess(rs):
        return np.exp(-np.pi * r1 / rs) + np.exp(-np.pi * r2 / rs) - 1
    low = 0.999 * np.pi * min(r1, r2) / np.log(2)
    high = 1.001 * np.pi * max(r1, r2) / np.log(2)
    return brentq(excess, low, high, xtol=1e-15, rtol=1e-13)


def make_mesh(rings, sectors, first_ring=0):
    """Straight radial scaling of the outline; not the conformal interior map."""
    edge = outline(np.exp(2j * np.pi * np.arange(sectors) / sectors))
    radii = np.arange(1, rings + 1) / rings
    nodes = np.concatenate([[0j], (radii[:, None] * edge[None, :]).ravel()])
    k = np.arange(sectors)
    k_next = (k + 1) % sectors
    triangles = []
    if first_ring == 0:
        triangles.append(np.column_stack([0 * k, 1 + k, 1 + k_next]))
    for ring in range(max(first_ring, 1), rings):
        inner = 1 + (ring - 1) * sectors
        outer = inner + sectors
        triangles.append(np.column_stack([inner + k, outer + k, outer + k_next]))
        triangles.append(np.column_stack([inner + k, outer + k_next, inner + k_next]))
    return nodes, np.vstack(triangles)


def stiffness(nodes, tri, gx, gy):
    """Linear-element conductance matrix; gx, gy are sheet conductances."""
    x, y = nodes.real[tri], nodes.imag[tri]
    b = y[:, [1, 2, 0]] - y[:, [2, 0, 1]]
    c = x[:, [2, 0, 1]] - x[:, [1, 2, 0]]
    twice_area = b[:, 0] * c[:, 1] - b[:, 1] * c[:, 0]
    assert twice_area.min() > 0
    gx = np.broadcast_to(gx, twice_area.shape)[:, None, None]
    gy = np.broadcast_to(gy, twice_area.shape)[:, None, None]
    local = gx * b[:, :, None] * b[:, None, :] + gy * c[:, :, None] * c[:, None, :]
    local = local / (2 * twice_area[:, None, None])
    rows = np.repeat(tri, 3, axis=1).ravel()
    cols = np.tile(tri, (1, 3)).ravel()
    return csr_matrix((local.ravel(), (rows, cols)), shape=(len(nodes),) * 2)


def measure(matrix, contacts):
    """R1, R2 and the two-terminal A-B resistance; a contact is a node list."""
    label = np.arange(matrix.shape[0])
    for group in contacts:
        label[group] = group[0]
    active = np.flatnonzero(matrix.diagonal() > 0)
    unique, inverse = np.unique(label[active], return_inverse=True)
    merge = csr_matrix((np.ones(len(active)), (active, inverse)),
                       shape=(matrix.shape[0], len(unique)))
    reduced = (merge.T @ matrix @ merge).tocsr()
    term = np.searchsorted(unique, [group[0] for group in contacts])
    free = np.delete(np.arange(len(unique)), term[3])   # contact D is ground
    lu = splu(reduced[free][:, free].tocsc(), permc_spec="MMD_AT_PLUS_A",
              diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    response = np.zeros((4, 4))
    for j in range(3):
        source = np.zeros(len(unique))
        source[term[j]] = 1.0
        potential = np.zeros(len(unique))
        potential[free] = lu.solve(source[free])
        response[:, j] = potential[term]
    v_ab = response[:, 0] - response[:, 1]
    v_bc = response[:, 1] - response[:, 2]
    return v_ab[3] - v_ab[2], v_bc[0] - v_bc[3], v_ab[0] - v_ab[1]


def point_contacts(rings, sectors, inset=0):
    k = np.rint(contact_fraction * sectors).astype(int)
    return [np.array([1 + (rings - 1 - inset) * sectors + i]) for i in k]


# ---------- half-plane potential carries current I out of an edge contact ----
def half_plane_potential(z, a, b):
    return -Rs_true / np.pi * (np.log(abs(z - a)) - np.log(abs(z - b)))


def outward_flux(angle, centre=0.1, radius=0.5, step=1e-5):
    ray = np.exp(1j * angle)
    slope = (half_plane_potential(centre + (radius + step) * ray, 0.0, 1.3)
             - half_plane_potential(centre + (radius - step) * ray, 0.0, 1.3))
    return -slope / (2 * step) * radius / Rs_true


flux = quad(outward_flux, 0, np.pi)[0]
assert abs(flux - 1) < 1e-6

# ---------- relation follows from half-plane voltages, symbolically ----------
a, p, q, r = sp.symbols("a p q r", positive=True)
b, c, d = a + p, a + p + q, a + p + q + r


def log_argument(source, sink, high, low):
    """exp(-pi (V_high - V_low)/(I Rs)) from the half-plane potential."""
    def exp_minus(point):
        return sp.Abs(point - source) / sp.Abs(point - sink)
    return exp_minus(high) / exp_minus(low)


relation_sum = log_argument(a, b, d, c) + log_argument(b, c, a, d)
assert sp.simplify(relation_sum - 1) == 0

# ---------- conformal-map prediction from chords of the unit circle ----------
on_circle = np.exp(2j * np.pi * contact_fraction)
chord = abs(on_circle[:, None] - on_circle[None, :])
ratio1 = chord[0, 3] * chord[1, 2] / (chord[0, 2] * chord[1, 3])
ratio2 = chord[0, 1] * chord[2, 3] / (chord[0, 2] * chord[1, 3])
predicted = -Rs_true / np.pi * np.log([ratio1, ratio2])
univalence_sum = 2 * abs(coef2) + 3 * abs(coef3)
assert univalence_sum < 1

# ---------- finite elements: each resistance and the recovered Rs ------------
G = 1 / Rs_true
errors = []
for rings, sectors in [(40, 240), (80, 480)]:
    nodes, tri = make_mesh(rings, sectors)
    matrix = stiffness(nodes, tri, G, G)
    R1, R2, _ = measure(matrix, point_contacts(rings, sectors))
    errors.append(np.max(abs(np.array([R1, R2]) / predicted - 1)))
assert errors[1] < 3e-3          # second-order mesh error of linear elements
assert errors[1] < 0.5 * errors[0]
Rs_found = solve_sheet_resistance(R1, R2)
assert abs(Rs_found / Rs_true - 1) < 3e-3

# ---------- correction factor f and its small-asymmetry form -----------------
def correction_factor(r1, r2):
    return solve_sheet_resistance(r1, r2) * 2 * np.log(2) / (np.pi * (r1 + r2))


f = correction_factor(R1, R2)
delta = (R1 - R2) / (R1 + R2)
assert abs(np.cosh(delta * np.log(2) / f) - 0.5 * np.exp(np.log(2) / f)) < 1e-9
small = 0.1
f_small = correction_factor(1 + small, 1 - small)
assert abs(f_small - (1 - np.log(2) / 2 * small**2)) < small**4
f_series = 1 - np.log(2) / 2 * delta**2

# ---------- error weights against finite differences -------------------------
weights = np.array([R1, R2]) * np.exp(-np.pi * np.array([R1, R2]) / Rs_found)
weights /= weights.sum()
eps = 1e-5
slope1 = (solve_sheet_resistance(R1 * (1 + eps), R2)
          - solve_sheet_resistance(R1 * (1 - eps), R2)) / (2 * eps * Rs_found)
slope2 = (solve_sheet_resistance(R1, R2 * (1 + eps))
          - solve_sheet_resistance(R1, R2 * (1 - eps))) / (2 * eps * Rs_found)
assert np.allclose([slope1, slope2], weights, atol=1e-6)

# ---------- anisotropic sheet: geometric mean is what is measured ------------
A1, A2, _ = measure(stiffness(nodes, tri, 2 * G, G / 2),
                    point_contacts(rings, sectors))
Rs_aniso = solve_sheet_resistance(A1, A2)
assert abs(Rs_aniso / Rs_true - 1) < 6e-3
assert max(abs(A1 / R1 - 1), abs(A2 / R2 - 1)) > 0.05

# ---------- broken conditions, each relative to the same mesh ----------------
def percent_shift(result):
    return 100 * (solve_sheet_resistance(result[0], result[1]) / Rs_found - 1)


hole_nodes, hole_tri = make_mesh(rings, sectors, first_ring=8)
hole = measure(stiffness(hole_nodes, hole_tri, G, G),
               point_contacts(rings, sectors))
hole_shift = percent_shift(hole)
hole_sum = np.exp(-np.pi * hole[0] / Rs_true) + np.exp(-np.pi * hole[1] / Rs_true)
assert hole_shift > 2

inset_contacts = point_contacts(rings, sectors, inset=8)
inset_shift = percent_shift(measure(matrix, inset_contacts))
edge_points = np.array([nodes[g[0]] for g in point_contacts(rings, sectors)])
inset_points = np.array([nodes[g[0]] for g in inset_contacts])
inset_mm = np.mean(abs(edge_points - inset_points))
assert abs(inset_shift) > 0.1

edge_ids = 1 + (rings - 1) * sectors + np.arange(sectors)
wide_contacts = [edge_ids[abs(nodes[edge_ids] - z) <= contact_length_mm / 2]
                 for z in edge_points]
wide = measure(matrix, wide_contacts)
wide_shift = percent_shift(wide)
assert abs(wide_shift) < 5

centroid_x = nodes.real[tri].mean(axis=1)
G_tilted = G * (1 + tilt * centroid_x / scale_mm)
tilt_shift = percent_shift(measure(stiffness(nodes, tri, G_tilted, G_tilted),
                                   point_contacts(rings, sectors)))
assert abs(tilt_shift) < 100 * tilt * 1.7

# ---------- sizes of other neglected effects ---------------------------------
power_W = current_A**2 * wide[2]
# all power put into one isothermal disc as wide as a contact, on a half-space
heating_K = power_W / (4 * substrate_k * contact_length_mm / 2 * 1e-3)
offset_uV = seebeck_uV_K * lead_dT_K
current_density = current_A / (thickness_nm * 1e-7 * contact_length_mm * 0.1)
k_fermi = (3 * np.pi**2 * electron_density) ** (1 / 3)
mean_free_path_nm = 1e9 * const.hbar * k_fermi / (
    resistivity_uohm_cm * 1e-8 * electron_density * const.e**2)
extent_x = np.ptp(nodes.real)
extent_y = np.ptp(nodes.imag)

# ---------- printed results --------------------------------------------------
print(f"film thickness: {thickness_nm:.0f} nm")
print(f"input resistivity: {resistivity_uohm_cm:.2f} uohm cm")
print(f"input sheet resistance: {Rs_true:.4f} ohm/sq")
print(f"map scale: {scale_mm:.1f} mm")
print(f"map coefficient of w^2: {coef2:.4f}")
print(f"map coefficient of w^3: {coef3:.4f}")
print(f"2|c2|+3|c3| (below 1: one-to-one): {univalence_sum:.2f}")
print(f"sheet extent x, y: {extent_x:.2f}, {extent_y:.2f} mm")
print("contact angles on circle A,B,C,D:",
      np.round(360 * contact_fraction, 2), "deg")
print("contact x positions:", np.round(edge_points.real, 2), "mm")
print("contact y positions:", np.round(edge_points.imag, 2), "mm")
print(f"half-plane current through arc / I: {flux:.6f}")
print(f"cross-ratio for R1, for R2: {ratio1:.5f}, {ratio2:.5f}")
print(f"R1, R2 from map: {1e3*predicted[0]:.3f}, {1e3*predicted[1]:.3f} mohm")
print(f"R1, R2 finite elements: {1e3*R1:.3f}, {1e3*R2:.3f} mohm")
print(f"largest R error, coarse mesh: {100*errors[0]:.4f} %")
print(f"largest R error, fine mesh: {100*errors[1]:.4f} %")
print(f"asymmetry delta: {delta:.4f}")
print(f"correction factor f: {f:.5f}; small-delta form: {f_series:.5f}")
print(f"recovered sheet resistance: {Rs_found:.5f} ohm/sq")
print(f"recovered resistivity: {Rs_found*thickness_nm*0.1:.4f} uohm cm")
print(f"error weights of R1, R2: {weights[0]:.4f}, {weights[1]:.4f}")
print(f"anisotropic (Rx:Ry = 1:4) R1, R2: {1e3*A1:.2f}, {1e3*A2:.2f} mohm")
print(f"anisotropic sheet, recovered Rs: {Rs_aniso:.5f} ohm/sq")
print(f"hole, 1/10 linear size: Rs shift {hole_shift:+.2f} %")
print(f"hole: sum of exponentials at true Rs: {hole_sum:.4f}")
print(f"all contacts inset, mean {inset_mm:.2f} mm: shift {inset_shift:+.2f} %")
print(f"edge contacts {contact_length_mm:.1f} mm long: shift {wide_shift:+.2f} %")
print(f"conductance tilt {100*tilt:.0f} % per {scale_mm:.0f} mm: "
      f"shift {tilt_shift:+.3f} %")
print(f"test current: {1e3*current_A:.0f} mA")
print(f"voltages for R1, R2: {1e3*current_A*R1:.3f}, {1e3*current_A*R2:.3f} mV")
print(f"A-B film resistance, wide contacts: {wide[2]:.3f} ohm")
print(f"power in film: {1e6*power_W:.1f} uW")
print(f"substrate conductivity (rough): {substrate_k:.1f} W/(m K)")
print(f"heating estimate: {1e3*heating_K:.1f} mK")
print(f"temperature coefficient (rough): {temp_coef:.3f} 1/K")
print(f"resistance change by heating: {100*temp_coef*heating_K:.4f} %")
print(f"Seebeck difference (rough): {seebeck_uV_K:.1f} uV/K")
print(f"lead temperature difference: {lead_dT_K:.1f} K")
print(f"thermoelectric offset: {offset_uV:.2f} uV")
print(f"offset / R1 voltage: {100*offset_uV*1e-6/(current_A*R1):.3f} %")
print(f"mean current density at contact: {current_density:.2e} A/cm2")
print(f"electron density (rough): {electron_density*1e-6:.1e} 1/cm3")
print(f"free-electron mean free path: {mean_free_path_nm:.1f} nm")
print(f"mean free path / thickness: {mean_free_path_nm/thickness_nm:.3f}")
print(f"thickness / contact length: {thickness_nm*1e-6/contact_length_mm:.1e}")
print("OK")
```

Running it gives:

```
film thickness: 100 nm
input resistivity: 3.50 uohm cm
input sheet resistance: 0.3500 ohm/sq
map scale: 5.0 mm
map coefficient of w^2: 0.1393+0.1435j
map coefficient of w^3: 0.0363-0.0713j
2|c2|+3|c3| (below 1: one-to-one): 0.64
sheet extent x, y: 10.92, 10.48 mm
contact angles on circle A,B,C,D: [ 22.5  97.5 202.5 285. ] deg
contact x positions: [ 5.   -1.4  -5.03  1.17] mm
contact y positions: [ 2.94  3.78 -0.94 -5.42] mm
half-plane current through arc / I: 1.000000
cross-ratio for R1, for R2: 0.59775, 0.40225
R1, R2 from map: 57.328, 101.459 mohm
R1, R2 finite elements: 57.330, 101.453 mohm
largest R error, coarse mesh: 0.0211 %
largest R error, fine mesh: 0.0053 %
asymmetry delta: -0.2779
correction factor f: 0.97266; small-delta form: 0.97324
recovered sheet resistance: 0.34999 ohm/sq
recovered resistivity: 3.4999 uohm cm
error weights of R1, R2: 0.4564, 0.5436
anisotropic (Rx:Ry = 1:4) R1, R2: 12.42, 250.54 mohm
anisotropic sheet, recovered Rs: 0.34999 ohm/sq
hole, 1/10 linear size: Rs shift +6.24 %
hole: sum of exponentials at true Rs: 0.9588
all contacts inset, mean 0.51 mm: shift -0.74 %
edge contacts 1.0 mm long: shift -0.38 %
conductance tilt 3 % per 5 mm: shift -0.072 %
test current: 10 mA
voltages for R1, R2: 0.573, 1.015 mV
A-B film resistance, wide contacts: 0.708 ohm
power in film: 70.8 uW
substrate conductivity (rough): 1.0 W/(m K)
heating estimate: 35.4 mK
temperature coefficient (rough): 0.004 1/K
resistance change by heating: 0.0142 %
Seebeck difference (rough): 4.0 uV/K
lead temperature difference: 0.1 K
thermoelectric offset: 0.40 uV
offset / R1 voltage: 0.070 %
mean current density at contact: 1.00e+04 A/cm2
electron density (rough): 1.8e+23 1/cm3
free-electron mean free path: 11.4 nm
mean free path / thickness: 0.114
thickness / contact length: 1.0e-04
OK
```
